# Focus shift caused by a pellicle in a 4x reduction system: verification in Python

```python
"""
Result under test: a film of thickness t and index n between mask and lens
moves the apparent mask towards the lens by delta = t*(1 - 1/n), and moves
the image of a dry reduction system away from the lens by M**2 * delta.
These are paraxial, single-pass results; M is the lateral magnification.
s = sine of the ray angle at the mask, sigma = sine at the wafer (times
the image index), with s = |M|*sigma.  All lengths are in nm.
Also sized: finite aperture and coherent reflections inside the film.
"""
import numpy as np

thickness = 830.0
index = 1.4
reduction = 4.0
mag = -1.0 / reduction
standoff = 6.0e6
wavelength = 193.0
wafer_na = 0.75
water_index = 1.44
k0 = 2 * np.pi / wavelength

delta = thickness * (1 - 1 / index)
image_shift = mag**2 * delta


# ---- Snell ray trace: where does the outgoing ray seem to start? ----
def traced_shift(s, gap):
    outside = np.arcsin(s)
    inside = np.arcsin(s / index)
    height = gap * np.tan(outside) + thickness * np.tan(inside)
    return gap + thickness - height / np.tan(outside)


for gap in (0.0, standoff, 2 * standoff):
    assert abs(traced_shift(1e-3, gap) - delta) < 1e-3
mask_na = wafer_na / reduction
marginal = traced_shift(mask_na, standoff)
marginal_formula = thickness * (
    1 - np.sqrt(1 - mask_na**2) / np.sqrt(index**2 - mask_na**2))
assert abs(marginal - marginal_formula) < 1e-6


# ---- paraxial ray matrices acting on (height, angle) ----
def travel(length):
    return np.array([[1.0, length], [0.0, 1.0]])


def thin_lens(focal):
    return np.array([[1.0, 0.0], [-1.0 / focal, 1.0]])


def image_distance(lens_system, object_distance, with_film):
    if with_film:
        enter = np.diag([1.0, 1.0 / index])
        leave = np.diag([1.0, index])
        rest = object_distance - standoff - thickness
        path = (travel(rest) @ leave @ travel(thickness)
                @ enter @ travel(standoff))
    else:
        path = travel(object_distance)
    total = lens_system @ path
    return -total[0, 1] / total[1, 1]


f_short = 1.0e8
f_long = reduction * f_short
afocal = thin_lens(f_short) @ travel(f_long + f_short) @ thin_lens(f_long)
single = thin_lens(f_short)
matrix_shifts = []
for system, distance in ((afocal, f_long),
                         (single, f_short * (1 + reduction))):
    moved = (image_distance(system, distance, True)
             - image_distance(system, distance, False))
    matrix_shifts.append(moved)
    assert abs(moved - image_shift) < 1e-3


# ---- film transmission from the thin-film characteristic matrix ----
def film_amplitudes(s, t):
    c = np.sqrt(1 - s**2)
    q = np.sqrt(index**2 - s**2)
    beta = k0 * t * q
    result = []
    for outer, inner in ((c, q), (1 / c, index**2 / q)):
        m11 = np.cos(beta)
        m12 = -1j * np.sin(beta) / inner
        m21 = -1j * np.sin(beta) * inner
        result.append(2 * outer / (2 * outer * m11 + outer**2 * m12 + m21))
    return result


def coherent_shift(t, s=0.005):
    """Small-angle apparent shift from the curvature of the film phase."""
    phases = [np.angle(a / b) for a, b in
              zip(film_amplitudes(s, t), film_amplitudes(0.0, t))]
    path = np.mean(phases) / k0 - t * (np.sqrt(1 - s**2) - 1)
    return 2 * path / s**2


reflectance = ((index - 1) / (index + 1))**2


def reflection_factor(t):
    two_beta = 2 * k0 * index * t
    return ((1 - reflectance**2)
            / (1 + reflectance**2 - 2 * reflectance * np.cos(two_beta)))


half_wave = wavelength / (2 * index)
for t in (thickness, thickness + half_wave / 4, thickness + half_wave / 2):
    expected = t * (1 - reflection_factor(t) / index)
    assert abs(coherent_shift(t) / expected - 1) < 2e-3
period = thickness + half_wave * np.arange(64) / 64
fractions = np.array([coherent_shift(t) / t for t in period])
assert abs(fractions.mean() - (1 - 1 / index)) < 5e-4
delta_coherent = coherent_shift(thickness)
assert delta_coherent < delta
normal_transmission = abs(film_amplitudes(0.0, thickness)[0])**2


# ---- best focus: fit the film path by defocus over a uniform pupil ----
def best_focus(na, coherent=False, image_index=1.0):
    count = 2000
    sigma = na * np.sqrt((np.arange(count) + 0.5) / count)
    s = sigma / reduction
    if coherent:
        phases = [np.unwrap(np.angle(a))
                  for a in film_amplitudes(s, thickness)]
        film_path = np.mean(phases, axis=0) / k0
    else:
        film_path = thickness * np.sqrt(index**2 - s**2)
    added = film_path - thickness * np.sqrt(1 - s**2)
    defocus = -np.sqrt(image_index**2 - sigma**2)
    added = added - added.mean()
    defocus = defocus - defocus.mean()
    shift = np.dot(added, defocus) / np.dot(defocus, defocus)
    return shift, np.sqrt(np.mean((added - shift * defocus)**2))


assert abs(best_focus(0.05)[0] / image_shift - 1) < 5e-3
small_coherent = best_focus(0.05, coherent=True)[0]
assert abs(small_coherent / (mag**2 * delta_coherent) - 1) < 5e-3
immersion_shift = water_index * image_shift
small_immersion = best_focus(0.05, image_index=water_index)[0]
assert abs(small_immersion / immersion_shift - 1) < 5e-3
fit_ray, rms_ray = best_focus(wafer_na)
fit_coherent, rms_coherent = best_focus(wafer_na, coherent=True)
assert fit_ray < image_shift
assert fit_coherent < fit_ray

# ---- smaller effects and the focus tolerance ----
focus_tolerance = wavelength / (4 * (1 - np.sqrt(1 - wafer_na**2)))
index_error = 0.01
index_effect = thickness * (1 - 1 / (index + index_error)) - delta
air_index = 1.0003
air_effect = thickness * (1 - air_index / index) - delta
tilt = 1e-3
tilt_inside = np.arcsin(np.sin(tilt) / index)
tilt_effect = thickness * np.sin(tilt - tilt_inside) / np.cos(tilt_inside)


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("film thickness", thickness, 0, "nm")
show("film index", index, 1, "")
show("reduction factor", reduction, 0, "")
show("stand-off", standoff / 1e6, 0, "mm")
show("wavelength", wavelength, 0, "nm")
show("wafer-side NA", wafer_na, 2, "")
show("mask-side NA", mask_na, 4, "")
show("equivalent air gap t/n", thickness / index, 1, "nm")
show("paraxial mask shift, formula", delta, 2, "nm")
show("mask shift, traced ray at sine 0.001",
     traced_shift(1e-3, standoff), 2, "nm")
show("longitudinal magnification M^2", mag**2, 4, "")
show("paraxial image shift, formula", image_shift, 2, "nm")
show("image shift, afocal lens matrices", matrix_shifts[0], 2, "nm")
show("image shift, single lens matrices", matrix_shifts[1], 2, "nm")
show("wrong value from dividing by 4", delta / reduction, 1, "nm")
show("quarter-wave focus tolerance, plus or minus",
     focus_tolerance, 0, "nm")
show("water index for comparison", water_index, 2, "")
show("paraxial image shift in water", immersion_shift, 1, "nm")
show("mask shift for marginal ray", marginal, 1, "nm")
show("best-focus shift at full NA, single pass", fit_ray, 1, "nm")
show("rms path left after refocus, single pass", rms_ray, 2, "nm")
show("film thickness in half waves", thickness / half_wave, 2, "")
show("reflectance R of one face", reflectance, 4, "")
show("film transmission at normal incidence",
     normal_transmission, 4, "")
show("reflection factor F", reflection_factor(thickness), 4, "")
show("small-angle mask shift with reflections",
     delta_coherent, 1, "nm")
show("small-angle image shift with reflections",
     mag**2 * delta_coherent, 1, "nm")
show("shift/thickness, least over a half-wave period",
     fractions.min(), 3, "")
show("shift/thickness, greatest over that period",
     fractions.max(), 3, "")
show("shift/thickness, mean over that period",
     fractions.mean(), 4, "")
show("best-focus shift at full NA with reflections",
     fit_coherent, 1, "nm")
show("rms path left after refocus with reflections",
     rms_coherent, 2, "nm")
show("assumed index error", index_error, 2, "")
show("mask shift change from index error", index_effect, 1, "nm")
show("image shift change from index error",
     mag**2 * index_effect, 2, "nm")
show("rough air index", air_index, 4, "")
show("mask shift change from air index", air_effect, 2, "nm")
show("assumed film tilt", tilt * 1e3, 0, "mrad")
show("sideways ray shift at mask from tilt", tilt_effect, 2, "nm")
show("sideways image shift at wafer from tilt",
     tilt_effect / reduction, 2, "nm")
print("all assertions hold")
```

Output:

```
film thickness: 830 nm
film index: 1.4
reduction factor: 4
stand-off: 6 mm
wavelength: 193 nm
wafer-side NA: 0.75
mask-side NA: 0.1875
equivalent air gap t/n: 592.9 nm
paraxial mask shift, formula: 237.14 nm
mask shift, traced ray at sine 0.001: 237.14 nm
longitudinal magnification M^2: 0.0625
paraxial image shift, formula: 14.82 nm
image shift, afocal lens matrices: 14.82 nm
image shift, single lens matrices: 14.82 nm
wrong value from dividing by 4: 59.3 nm
quarter-wave focus tolerance, plus or minus: 143 nm
water index for comparison: 1.44
paraxial image shift in water: 21.3 nm
mask shift for marginal ray: 242.4 nm
best-focus shift at full NA, single pass: 12.6 nm
rms path left after refocus, single pass: 0.06 nm
film thickness in half waves: 12.04
reflectance R of one face: 0.0278
film transmission at normal incidence: 0.9980
reflection factor F: 1.0551
small-angle mask shift with reflections: 204.5 nm
small-angle image shift with reflections: 12.8 nm
shift/thickness, least over a half-wave period: 0.245
shift/thickness, greatest over that period: 0.324
shift/thickness, mean over that period: 0.2857
best-focus shift at full NA with reflections: 10.9 nm
rms path left after refocus with reflections: 0.05 nm
assumed index error: 0.01
mask shift change from index error: 4.2 nm
image shift change from index error: 0.26 nm
rough air index: 1.0003
mask shift change from air index: -0.18 nm
assumed film tilt: 1 mrad
sideways ray shift at mask from tilt: 0.24 nm
sideways image shift at wafer from tilt: 0.06 nm
all assertions hold
```
